# First-order g-tensor shifts of an axial O-minus hole centre

Q: An O-minus ion has the configuration $2p^5$. You want to describe its magnetic resonance with one particle in one p orbital. What happened to the other four electrons?

A: They are accounted for by working with the hole. Let $a_p^\dagger$ create an electron in spin-orbital $p$ of the 2p shell. A one-electron operator with matrix $o_{pq}$ is, in the whole shell,
$$O=\sum_{pq}o_{pq}a_p^\dagger a_q=\mathrm{Tr}\,o-\sum_{pq}o_{pq}\,a_q a_p^\dagger ,$$
where I used $a_p^\dagger a_q=\delta_{pq}-a_qa_p^\dagger$. Removing an electron creates a hole, so $b_q^\dagger=a_q$ and
$$O=\mathrm{Tr}\,o-\sum_{pq}o_{pq}\,b_q^\dagger b_p .$$
For one hole the matrix is therefore $-o^T$, plus a constant. The repulsion among the electrons of a free-ion 2p shell is the same for all six states of $2p^5$, so it too adds only a constant.

Apply this first to the crystal field. If the electron levels are $\varepsilon_x,\varepsilon_y,\varepsilon_z$, the hole levels are $-\varepsilon_x,-\varepsilon_y,-\varepsilon_z$ plus a constant. The hole sits where the electron energy is highest. A missing cation next to the oxygen acts as a negative charge and raises the orbital pointing towards it. Call that direction $z$. The hole is then in $p_z$, and moving it to $p_x$ or $p_y$ costs
$$\Delta=\varepsilon_z-\varepsilon_x=\varepsilon_z-\varepsilon_y>0 .$$
I assume that the site is axial and that $\Delta$ is the excitation energy with the nuclei held in place.

Q: The minus sign and the transpose will also act on angular momentum. Does the hole have the wrong magnetic moment, or the wrong spin-orbit coupling?

A: The moment keeps its form and the spin-orbit coupling changes sign. In real p orbitals the orbital matrices are
$$\langle a|l_k|b\rangle=-i\,\epsilon_{kab},$$
in units of $\hbar$. They are antisymmetric, so $-l_k^T=l_k$. For spin, $-s_k^T$ becomes $s_k$ after the hole spin states are relabelled with $i\sigma_y$, because $\sigma_y\sigma_k^T\sigma_y=-\sigma_k$. The relabelling has a plain meaning: removing an up electron from a filled shell leaves total spin down.

Each electron has the spin-orbit energy $\zeta\,\mathbf l\cdot\mathbf s$ with $\zeta>0$. For the hole,
$$-\zeta\sum_k l_k^T\otimes s_k^T=+\zeta\sum_k l_k\otimes s_k^T\;\longrightarrow\;-\zeta\sum_k l_k\otimes s_k .$$
There is one sign from the hole and one from each of the two transposes, three in all. The traces of $l_k$, $s_k$ and $\mathbf l\cdot\mathbf s$ are zero, so no constants appear. With total $\mathbf L$ and $\mathbf S$ the Hamiltonian is
$$H=H_{\rm axial}+\lambda\,\mathbf L\cdot\mathbf S+\mu_B\mathbf B\cdot(\mathbf L+g_e\mathbf S),\qquad \lambda=-\zeta ,$$
with $g_e$ taken positive.

Q: But a $p_z$ orbital carries no orbital moment. Why should $g$ differ from $g_e$ at all?

A: Without mixing it does not. From the matrices above,
$$L_x|z\rangle=-i|y\rangle,\qquad L_y|z\rangle=i|x\rangle,\qquad L_z|z\rangle=0 ,$$
so $\langle z|L_k|z\rangle=0$ for all three components. The first two equations also show that $\mathbf L$ connects $p_z$ to the excited orbitals. Both the field and the spin-orbit coupling contain $\mathbf L$, so they can act in succession: one takes the hole out of $p_z$ and the other brings it back.

Take the perturbation $V=\lambda\mathbf L\cdot\mathbf S+\mu_B\mathbf B\cdot\mathbf L$. The spin Zeeman term does not change the orbital and stays in the ground doublet at this order. Second-order perturbation theory gives an operator on the spin,
$$H^{(2)}=-\sum_{n=x,y}\frac{\langle z|V|n\rangle\langle n|V|z\rangle}{\Delta_n},$$
where $\Delta_n$ is the hole excitation energy to orbital $n$. Define
$$\Lambda_{ij}=\sum_{n=x,y}\frac{\langle z|L_i|n\rangle\langle n|L_j|z\rangle}{\Delta_n}.$$
The products containing one factor of $\lambda$ and one of $B$ are
$$H_{\rm cross}=-\lambda\mu_B\sum_{ij}\Lambda_{ij}(B_iS_j+S_iB_j).$$
The matrix elements of $L_i$ are imaginary and $L_i$ is Hermitian, so $\langle z|L_i|n\rangle=-\langle n|L_i|z\rangle$. Hence $\Lambda_{ij}$ is real and symmetric, the two terms are equal after exchanging $i$ and $j$, and
$$H_{\rm cross}=-2\lambda\mu_B\sum_{ij}\Lambda_{ij}B_iS_j .$$
Comparison with $\mu_B\sum_{ij}B_i g_{ij}S_j$ gives
$$g_{ij}=g_e\delta_{ij}-2\lambda\Lambda_{ij}.$$

Q: You dropped the terms in $\lambda^2$ and $B^2$. And is this first order or second?

A: It is second order in $V$, but first order in the spin-orbit coupling, which is the order meant here. The $B^2$ term contains no spin. The $\lambda^2$ term is $-\lambda^2\sum_{ij}\Lambda_{ij}S_iS_j$. For spin one-half the symmetric part of $S_iS_j$ is $\delta_{ij}/4$, so this term is a constant. Neither splits the doublet.

Q: Then evaluate the tensor. I expect the largest shift along the axis, since the axis is what distinguishes this ion from a free one.

A: The matrix elements say otherwise. For $i=j=x$ the intermediate state must be $p_y$:
$$\Lambda_{xx}=\frac{\langle z|L_x|y\rangle\langle y|L_x|z\rangle}{\Delta_y}=\frac{(i)(-i)}{\Delta_y}=\frac1{\Delta_y}.$$
For $i=j=y$ it must be $p_x$:
$$\Lambda_{yy}=\frac{(-i)(i)}{\Delta_x}=\frac1{\Delta_x}.$$
The element $\Lambda_{xy}$ vanishes because $L_x|z\rangle$ and $L_y|z\rangle$ lie in different orbitals. Every element with an index $z$ vanishes because $L_z|z\rangle=0$. In the axial case $\Delta_x=\Delta_y=\Delta$, and with $\lambda=-\zeta$
$$g_\parallel=g_e,\qquad g_\perp=g_e+\frac{2\zeta}{\Delta}.$$
The lobe of $p_z$ is unchanged by rotation about its own axis, so a field along that axis has nothing to act on. A field along $x$ changes the orbital, to first order, into $|z\rangle+i(\mu_BB/\Delta)|y\rangle$. Because the coefficient is imaginary, the lobe is not tilted; instead the hole acquires a circulating current, and with it an orbital moment.

The sign can be followed too. A field along $x$ induces $\langle L_x\rangle=-2\mu_BB/\Delta$, which lowers the energy. The spin then feels $\lambda S_x\langle L_x\rangle=(2\zeta/\Delta)\mu_BBS_x$, of the same sign as its own Zeeman energy. A single electron in the same level order would have $\lambda=+\zeta$ and a negative shift.

Q: Does the parallel result need equal energies for $p_x$ and $p_y$?

A: No. If they differ,
$$\Delta g_{xx}=\frac{2\zeta}{\Delta_y},\qquad \Delta g_{yy}=\frac{2\zeta}{\Delta_x},\qquad \Delta g_{zz}=0$$
at first order. The indices are crossed because $L_x$ leads to $p_y$. What the argument does need is a nondegenerate ground orbital $p_z$.

Suppose instead that the hole lies in the degenerate pair $p_x,p_y$, with $p_z$ far above. The pair can be combined into $m=\pm1$, where $m$ is the eigenvalue of $L_z$. Since $\lambda<0$, the lowest states are $|1,\uparrow\rangle$ and $|-1,\downarrow\rangle$, with orbital and spin moments parallel. They have $J_z=\pm3/2$, which no other p state has, so they do not mix. Their splitting in a parallel field gives
$$g_\parallel=2\left(1+\frac{g_e}{2}\right)=g_e+2=4.00232 .$$
A parallel $g$ close to $g_e$ is thus not ensured by axial symmetry alone; it also matters which orbital holds the hole. The value 4.00232 requires any splitting of $p_x$ and $p_y$ to be much smaller than $\zeta$. In a real crystal, strain or a Jahn-Teller distortion can make the splitting comparable to $\zeta$ or larger. This reduces the orbital moment, but $g_\parallel$ comes close to $g_e$ only when the splitting is many times $\zeta$: at ten times $\zeta$ it is still about 2.2.

Q: "At first order" sounds like an escape clause. What comes next for the hole in $p_z$?

A: The axial problem can be solved in closed form. Write $|0\rangle$ for $p_z$ and use
$$\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+).$$
This conserves $J_z$. The states with $J_z=1/2$ are $|0,\uparrow\rangle$ and $|1,\downarrow\rangle$. The first has energy zero, the second $W=\Delta-\lambda/2$. Because $L_+|0\rangle=\sqrt2\,|1\rangle$, their coupling is $v=\lambda/\sqrt2$.

Write the ground state as
$$|+\rangle=c\,|0,\uparrow\rangle-s\,|1,\downarrow\rangle,\qquad c=\cos\theta,\quad s=\sin\theta .$$
The two rows of the eigenvalue equation are $-vs=Ec$ and $vc-Ws=-Es$. Inserting $E=-vs/c$ in the second gives $v(c^2-s^2)=Wsc$, or
$$\tan2\theta=\frac{2v}{W}=\frac{\sqrt2\,\lambda}{\Delta-\lambda/2}.$$
The partner with $J_z=-1/2$ is $|-\rangle=c|0,\downarrow\rangle-s|-1,\uparrow\rangle$.

For a parallel field, $\langle L_z\rangle=s^2$ and $\langle S_z\rangle=(c^2-s^2)/2$ in $|+\rangle$, with opposite values in $|-\rangle$. Therefore
$$g_\parallel=2s^2+g_e(1-2s^2)=g_e-2(g_e-1)s^2 .$$
For a perpendicular field the operator connects the two states. Each of the two orbital cross terms contributes $-cs/\sqrt2$ and the spin contributes $g_ec^2/2$. The splitting is twice the matrix element, so
$$g_\perp=g_ec^2-2\sqrt2\,cs=g_ec^2-\sqrt2\sin2\theta .$$

Now set $t=\lambda/\Delta=-\zeta/\Delta$. To second order,
$$\sin2\theta\simeq\sqrt2\left(t+\frac{t^2}{2}\right),\qquad s^2\simeq\frac{t^2}{2}.$$
Substitution gives
$$g_\parallel\simeq g_e-(g_e-1)\left(\frac{\zeta}{\Delta}\right)^2,$$
$$g_\perp\simeq g_e+\frac{2\zeta}{\Delta}-\left(1+\frac{g_e}{2}\right)\left(\frac{\zeta}{\Delta}\right)^2 .$$
So the parallel shift is second order and negative. The admixed state adds an orbital moment, but its spin is reversed, and the loss of spin moment is the larger effect.

Q: All of this rests on your hole transformation. Can it be checked without using it?

A: Yes, by diagonalizing the five-electron Hamiltonian in a finite field and reading $g$ from the splitting. Reversing the sign of $\zeta$ separates odd from even orders. For $\zeta/\Delta=0.005$ and a field of 0.3 T, the odd part of the shift divided by $\zeta/\Delta$ is 1.99999 for the perpendicular direction and 0.00003 for the parallel one. The expected first-order coefficients are 2 and 0. The even parts divided by $(\zeta/\Delta)^2$ are $-2.0011$ and $-1.0023$, in agreement with the second-order terms.

The small parallel remainder is a third-order term. Carrying $s^2$ one order further gives $s^2\simeq(t^2/2)(1+t)$, so $g_\parallel$ contains $+(g_e-1)(\zeta/\Delta)^3$. Divided by $\zeta/\Delta$ this is about $2.5\times10^{-5}$, as found.

At the strong ratio $\zeta/\Delta=0.3$ the closed form gives $g_\parallel=1.94037$ and $g_\perp=2.42993$. The five-electron values agree with these to within $10^{-7}$. The first-order formulas would give 2.002 and 2.602, so they are no longer adequate there.

Q: Give me a case in laboratory units.

A: Take $\zeta=0.015$ eV and $\Delta=0.80$ eV, rough values for a hole bound beside a cation vacancy in a wide-gap ionic oxide. Then
$$\frac{\zeta}{\Delta}=\frac{0.015}{0.80}=0.01875,\qquad \Delta g_\perp=2(0.01875)=0.0375,$$
so $g_\parallel=2.0023$ and $g_\perp=2.0398$. The resonance condition $h\nu=g\mu_BB$ at 9.5 GHz gives $B_\parallel=338.98$ mT. The perpendicular line lies at
$$B_\perp=338.98\ \text{mT}\times\frac{2.00232}{2.03982}=332.75\ \text{mT},$$
which is 6.23 mT lower. These fields use the first-order $g$ values; the higher-order terms reduce the separation by about 0.06 mT.

The five-electron calculation gives 2.0020 and 2.0391. The differences from first order are about $-0.00035$ and $-0.0007$, as the second-order terms predict. The hole spends a fraction of only $1.7\times10^{-4}$ in $p_x$ and $p_y$. The perpendicular shift is much larger than this because it is linear in the mixing amplitude, while the weight is quadratic.

Q: A real oxygen ion shares its hole with neighbours, vibrates, and may lose the hole to another site. Which of these spoils your numbers?

A: Each of them can change the numbers, and covalency does so even for a static, perfectly axial centre. If it multiplies the orbital moment in the Zeeman term by $k$, one of the two factors of $\mathbf L$ in $\Lambda_{ij}$ is reduced, and $\Delta g_\perp=2k\zeta/\Delta$. With $k=0.90$, and $\zeta$ and $\Delta$ held fixed, the shift changes by $-0.00375$, or 10% of itself.

A lower symmetry has a similar size. With $p_x$ at 0.75 eV and $p_y$ at 0.85 eV, the shifts are $\Delta g_{xx}=0.0353$ and $\Delta g_{yy}=0.0400$, so the line position now depends on the direction of the field in the plane perpendicular to $z$. A powder can then show two perpendicular features where an axial centre has one.

Lattice motion makes $\Delta$ fluctuate. If the spin sees a rapid average over a Gaussian spread $\sigma$, expansion of $1/(\Delta+\delta)$ gives
$$\left\langle\frac1{\Delta+\delta}\right\rangle\simeq\frac1\Delta\left(1+\frac{\sigma^2}{\Delta^2}\right).$$
For $\sigma=0.10$ eV a nine-point quadrature, which does not reach the unphysical tail near $\delta=-\Delta$, raises $g_\perp$ by about $0.0006$. A static spread of the same width would instead broaden the line, with a standard deviation in $g_\perp$ of about $0.0375\times0.10/0.80=0.005$.

Q: And the parallel value? Could I read the second-order shift from an accurate measurement?

A: Not from this model alone, because relativity enters at a similar size. A moving electron has a reduced spin moment. For a Dirac particle, $E^2=m^2c^4+c^2\pi^2+c^2e\hbar\,\boldsymbol\sigma\cdot\mathbf B$, where $\boldsymbol\pi$ is the kinetic momentum. The spin splitting is inversely proportional to $E\simeq mc^2+T$, where $T$ is the kinetic energy, so
$$\Delta g\simeq-g_e\frac{T}{mc^2}.$$
A hydrogenic 2p orbital with effective charge 4.2 has $T=60$ eV, which gives $-2.4\times10^{-4}$. The second-order parallel shift is $-3.5\times10^{-4}$. Other relativistic terms are not evaluated here, so the first number is a size and not a correction to apply. Within the one-ion model, the statement $g_\parallel=g_e$ should be read as valid to a few parts in $10^4$ for these parameters. Sharing the hole with a neighbouring oxygen, whose p lobe points in another direction, can add a positive parallel shift of similar or larger size.

Q: What about temperature?

A: With the nuclei held in place, the Boltzmann factor for the upper orbitals at 77 K, $2\exp(-\Delta/k_BT)$, is about $10^{-52}$. Relaxation of the lattice around the excited hole lowers its energy and can raise this figure by many powers of ten, but the population stays negligible as long as the relaxed gap is many times $k_BT=0.0066$ eV. Hopping between equivalent oxygens around the vacancy is the more serious matter. Assume a barrier $E_a=0.20$ eV and an attempt rate $\nu_0=10^{13}$ per second. The rate $\nu_0\exp(-E_a/k_BT)$ is then about 0.8 per second at 77 K. The $g$ anisotropy corresponds to a frequency width $\delta\nu=175$ MHz, so the centre is static on that scale.

Averaging sets in gradually as the hopping rate approaches $2\pi\,\delta\nu$, and the separate lines have merged by the time it reaches that value. This gives a rough temperature scale:
$$T\simeq\frac{E_a}{k_B\ln[\nu_0/(2\pi\,\delta\nu)]}\simeq255\ \text{K}.$$
This temperature scales with the assumed barrier at fixed $\nu_0$ and $\delta\nu$. It is not the merging point itself. For a field along one axis, with the rate read as the total rate of leaving an axis for either of the other two, the two peaks join at about a third of $2\pi\,\delta\nu$, near 225 K. At 255 K the single line is still about 2 mT wide. Well above it, if the hole visits three perpendicular axes equally, the resonance is isotropic, to first order in the $g$ anisotropy, at
$$\bar g=\frac{g_\parallel+2g_\perp}{3}=2.0273 .$$
This uses the $g$ values of first order in $\zeta/\Delta$; the second-order terms lower the average by about 0.0006.

Q: So how far would you trust the picture for an actual oxide?

A: For trapped holes of this kind in wide-gap ionic oxides, a parallel $g$ near the free-electron value and a perpendicular shift of a few hundredths are the rough size to expect, and the example lies in that range. The assumption most clearly broken is that the hole is confined to one oxygen p shell; for $k=0.90$ and unchanged $\zeta$ this moves the perpendicular shift by a tenth. A value of $\Delta$ inferred from a measured shift through $\Delta=2\zeta/\Delta g_\perp$ is then too large by the factor $1/k$, or about 11%, because $k$ and $1/\Delta$ enter as a product. If sharing the hole also weakens the spin-orbit matrix element by the factor $k$, the shift scales as $k^2$ and the inferred $\Delta$ is too large by about 23%. Nor should $\Delta$ be replaced by the energy of an optical transition that moves the hole to another oxygen: the $\Delta$ of this derivation belongs to $p_x$ and $p_y$ on the same ion. In a magnetic oxide, exchange with neighbouring spins would have to be added before these formulas could be used. The numerical output below lists the values used here.

## Numbers as computed

```
free-electron g factor: 2.002319
tested first-order slope, perpendicular: 1.99999
tested first-order slope, parallel: 0.00003
tested second-order coefficient, perpendicular: -2.0011
tested second-order coefficient, parallel: -1.0023
strong mixing zeta/gap = 0.3, g parallel: 1.94037
strong mixing zeta/gap = 0.3, g perpendicular: 2.42993
spin-orbit constant zeta: 0.015 eV
orbital gap: 0.80 eV
ratio zeta/gap: 0.01875
first-order perpendicular shift: 0.03750
first-order g parallel: 2.00232
first-order g perpendicular: 2.03982
five-electron g parallel: 2.00197
five-electron g perpendicular: 2.03911
second-order shift, parallel: -3.52e-04
second-order shift, perpendicular: -7.04e-04
hole weight in p_x and p_y: 1.72e-04
microwave frequency: 9.5 GHz
resonance field, parallel: 338.98 mT
resonance field, perpendicular: 332.75 mT
field separation: 6.23 mT
g parallel if hole is in the p_x, p_y pair: 4.00232
orbital reduction factor k: 0.90
change of perpendicular shift from k: -0.00375
unequal gaps, p_x and p_y: 0.75 and 0.85 eV
shifts of g_xx and g_yy then: 0.03529 and 0.04000
standard deviation of gap: 0.10 eV
change of perpendicular shift from it: 6.16e-04
effective nuclear charge for 2p: 4.2
2p kinetic energy: 60.0 eV
relativistic mass correction to g: -2.35e-04
temperature: 77 K
thermal population ratio of upper orbitals: 8.7e-53
hopping barrier: 0.20 eV
hopping attempt rate: 1e+13 1/s
hopping rate at this temperature: 0.81 1/s
frequency width of g anisotropy: 175 MHz
temperature where hopping averages g: 255 K
g averaged over three axes: 2.02732
```
